# Why Dissociative Excitation Makes Optical Actinometry Misread Atom Densities: verification in Python

```python
"""
Result under test: actinometry of an atom X in a gas of molecules X2 returns
    n_app = n_X + r*n_M,   r = k_de/k_d,
when dissociative excitation of X2 feeds the monitored line of X.
n_X, n_M, n_A : densities of atoms, molecules and actinometer atoms
k_d, k_de, k_A: rate coefficients of direct excitation of X, dissociative
                excitation of X2, and direct excitation of the actinometer
delta         : dissociation degree; n_X = 2*delta*N0, n_M = (1-delta)*N0
T             : electron temperature as an energy (eV)
Model cross section: sigma(E) = s*(1 - threshold/E) above threshold.
Units: eV, angstrom, second. All parameters are round model values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

BOHR = const.value("atomic unit of length") * 1e10
TIME_AU = const.value("atomic unit of time")
HARTREE = const.value("Hartree energy in eV")

N0 = 1e-9             # fed molecular density, 1/A^3
N_ACT = 5e-11         # actinometer density, 1/A^3
N_E = 1e-14           # electron density, 1/A^3
T0 = 3.0
BOND, RELEASE = 5.0, 1.0
ACT = (13.5, 0.2)     # threshold, cross-section scale
LINE1 = (11.0, 0.5, 0.10)   # threshold, direct scale, dissociative scale
LINE2 = (10.5, 0.3, 0.24)
LINE3 = (12.0, 0.4, 0.08)   # same scale ratio as LINE1
DECAY_X, DECAY_A = 3e7, 4.5e7
SEEN_X, SEEN_A = 0.5, 0.8   # detected photons per radiative decay
T_HOT = 10.0
NODES, WEIGHTS = np.polynomial.legendre.leggauss(300)


def close(value, expected, tolerance):
    assert abs(value - expected) <= tolerance * abs(expected), (value, expected)


def rate_quadrature(sigma, e_low, temp, e_high=None):
    """Average of v*sigma over a Maxwellian, by quadrature over speed in SI."""
    if e_high is None:
        e_high = e_low + 45 * temp
    v_low, v_high = np.sqrt(2 * np.array([e_low, e_high]) * const.e / const.m_e)
    v = 0.5 * (v_high - v_low) * NODES + 0.5 * (v_high + v_low)
    energy = const.m_e * v**2 / (2 * const.e)
    density = (4 * np.pi * v**2 * (const.m_e / (2 * np.pi * temp * const.e))**1.5
               * np.exp(-energy / temp))
    integral = 0.5 * (v_high - v_low) * np.sum(WEIGHTS * density * v * sigma(energy))
    return integral * 1e10      # sigma in A^2, speed from m/s to A/s


def linear_sigma(threshold, scale):
    return lambda energy: scale * (1 - threshold / energy)


def rate_numeric(threshold, scale, temp, hot=0.0):
    sigma = linear_sigma(threshold, scale)
    rate = (1 - hot) * rate_quadrature(sigma, threshold, temp)
    if hot:
        rate += hot * rate_quadrature(sigma, threshold, T_HOT)
    return rate


def rate_closed(threshold, scale, temp):
    """Closed form evaluated in atomic units, then converted to A^3/s."""
    t = temp / HARTREE
    k_au = scale / BOHR**2 * np.sqrt(8 * t / np.pi) * np.exp(-threshold / temp)
    return k_au * BOHR**3 / TIME_AU


def r_closed(line, temp):
    return line[2] / line[1] * np.exp(-(BOND + RELEASE) / temp)


def apparent_density(line, delta, temp=T0, hot=0.0, n_e=N_E, n_act=N_ACT,
                     dissociative=True, quench=(0.0, 0.0)):
    """Integrate all populations, form the photon ratio, apply actinometry."""
    k_d = rate_numeric(line[0], line[1], temp, hot)
    k_de = rate_numeric(line[0] + BOND + RELEASE, line[2], temp, hot)
    k_a = rate_numeric(ACT[0], ACT[1], temp, hot)
    if not dissociative:
        k_de = 0.0

    def change(_, y):
        mol, atom, atom_exc, act, act_exc = y
        direct = n_e * k_d * atom
        dissoc = n_e * k_de * mol
        pump = n_e * k_a * act
        back_x = (DECAY_X + quench[0] * N0 * mol) * atom_exc
        back_a = (DECAY_A + quench[1] * N0 * mol) * act_exc
        return [-dissoc, dissoc + back_x - direct, direct + dissoc - back_x,
                back_a - pump, pump - back_a]

    start = [1 - delta, 2 * delta, 0.0, n_act / N0, 0.0]
    run = solve_ivp(change, (0, 1e-6), start, method="DOP853",
                    rtol=1e-9, atol=1e-17)
    assert run.success
    end = run.y[:, -1]
    ratio = SEEN_X * DECAY_X * end[2] / (SEEN_A * DECAY_A * end[4])
    return ratio * SEEN_A / SEEN_X * k_a / k_d * n_act


# Finite run time and slight real dissociation limit agreement to about 1e-4.
TOL = 1e-4
delta = 0.01
n_x, n_m = 2 * delta * N0, (1 - delta) * N0

# Rate coefficients: speed quadrature against the closed form.
channels = {"direct, line 1": LINE1[:2],
            "dissociative, line 1": (LINE1[0] + BOND + RELEASE, LINE1[2]),
            "actinometer": ACT}
rates = {}
for name, (threshold, scale) in channels.items():
    for temp in (2.0, T0, 5.0):
        close(rate_numeric(threshold, scale, temp),
              rate_closed(threshold, scale, temp), 1e-7)
    rates[name] = rate_numeric(threshold, scale, T0)

# Central result, control without the dissociative channel, and cancellations.
r1, r2 = r_closed(LINE1, T0), r_closed(LINE2, T0)
for d in (0.0, 0.01, 0.1, 0.5):
    close(apparent_density(LINE1, d), 2 * d * N0 + r1 * (1 - d) * N0, TOL)
a1 = apparent_density(LINE1, delta)
control = apparent_density(LINE1, delta, dissociative=False)
no_atoms = apparent_density(LINE1, 0.0)
close(control, n_x, TOL)
close(apparent_density(LINE1, delta, n_e=10 * N_E), a1, TOL)
close(apparent_density(LINE1, delta, n_act=3 * N_ACT), a1, TOL)

# Dissociation degree needed for a ten percent error.
allowed = 0.1
delta_min = r1 / (r1 + 2 * allowed)
error_at_min = apparent_density(LINE1, delta_min) / (2 * delta_min * N0) - 1
close(error_at_min, allowed, 2e-3)

# Temperature scan at fixed composition.
scan = []
for temp in (2.0, 3.0, 4.0, 5.0):
    seen = apparent_density(LINE1, delta, temp=temp)
    close(seen, n_x + r_closed(LINE1, temp) * n_m, TOL)
    scan.append((temp, r_closed(LINE1, temp), seen))


# Temperature slope of ln r against mean energies of the exciting electrons.
def slope_test(direct, dissoc, temp):
    def log_r(t):
        return np.log(rate_quadrature(dissoc[0], dissoc[1], t, dissoc[2])
                      / rate_quadrature(direct[0], direct[1], t, direct[2]))

    def mean_energy(channel):
        sigma, low, high = channel
        return (rate_quadrature(lambda e: e * sigma(e), low, temp, high)
                / rate_quadrature(sigma, low, temp, high))

    step = 1e-3 * temp
    slope = (log_r(temp + step) - log_r(temp - step)) / (2 * step)
    e_direct, e_dissoc = mean_energy(direct), mean_energy(dissoc)
    close(slope, (e_dissoc - e_direct) / temp**2, 1e-4)
    return e_direct, e_dissoc, slope


e_diss = LINE1[0] + BOND + RELEASE
direct_linear = (linear_sigma(LINE1[0], 1.0), LINE1[0], None)
dissoc_linear = (linear_sigma(e_diss, 1.0), e_diss, None)
usual = slope_test(direct_linear, dissoc_linear, T0)
close(usual[2], (BOND + RELEASE) / T0**2, 1e-4)
direct_log = (lambda e: np.log(e / LINE1[0]) * LINE1[0] / e, LINE1[0], None)
dissoc_steep = (lambda e: (e_diss / e)**2 * (1 - e_diss / e), e_diss, None)
shaped = slope_test(direct_log, dissoc_steep, T0)
assert shaped[2] > 0
window = (lambda e: np.ones_like(e), e_diss, e_diss + 1.0)
reverse = slope_test(direct_linear, window, 6.0)
assert reverse[2] < 0

# Two percent of the electrons in a hot Maxwellian.
hot = 0.02


def mixed(threshold, scale):
    return ((1 - hot) * rate_closed(threshold, scale, T0)
            + hot * rate_closed(threshold, scale, T_HOT))


r_hot = mixed(e_diss, LINE1[2]) / mixed(LINE1[0], LINE1[1])
a_hot = apparent_density(LINE1, delta, hot=hot)
close(a_hot, n_x + r_hot * n_m, TOL)
assert r_hot > r1

# Quenching multiplies the result, with or without dissociative excitation.
quench = (1e15, 2e14)
factor = (1 + quench[1] * n_m / DECAY_A) / (1 + quench[0] * n_m / DECAY_X)
q_only = apparent_density(LINE1, delta, dissociative=False, quench=quench)
q_both = apparent_density(LINE1, delta, quench=quench)
close(q_only, factor * n_x, TOL)
close(q_both, factor * (n_x + r1 * n_m), TOL)
q_empty = apparent_density(LINE1, 0.0, dissociative=False, quench=quench)
assert abs(q_empty) < 1e-8 * N0

# Subtraction with the right r and with r taken twenty percent too large.
subtracted = a1 - r1 * n_m
subtracted_bad = a1 - 1.2 * r1 * n_m
close(subtracted, n_x, 5e-4)

# Recovery from two lines, its noise, and the blind case of equal r.
a2 = apparent_density(LINE2, delta)
a3 = apparent_density(LINE3, delta)
close(a3, a1, TOL)
assert a3 > 2 * n_x
found_x = (r2 * a1 - r1 * a2) / (r2 - r1)
found_m = (a2 - a1) / (r2 - r1)
close(found_x, n_x, 1e-3)
close(found_m, n_m, 1e-3)
noise = 0.01
noise_formula = noise * np.hypot(r2 * a1, r1 * a2) / abs(r2 - r1) / n_x
rng = np.random.default_rng(4)
draws = np.array([[a1], [a2]]) * (1 + noise * rng.standard_normal((2, 400000)))
solved = np.linalg.solve(np.array([[1, r1], [1, r2]]), draws)
noise_sampled = np.std(solved[0]) / n_x
close(noise_sampled, noise_formula, 0.01)

print(f"fed molecular density N0 = {N0:.2e} A^-3")
print(f"actinometer density = {N_ACT:.2e} A^-3")
print(f"electron density = {N_E:.2e} A^-3")
print(f"electron temperature = {T0:.1f} eV")
print(f"bond energy D = {BOND:.1f} eV, kinetic release W = {RELEASE:.1f} eV")
print(f"actinometer threshold = {ACT[0]:.1f} eV, scale = {ACT[1]:.2f} A^2")
for number, line in enumerate((LINE1, LINE2, LINE3), 1):
    print(f"line {number}: direct threshold = {line[0]:.1f} eV, "
          f"scales direct, dissociative = {line[1]:.2f}, {line[2]:.2f} A^2")
print(f"dissociative threshold, line 1 = {e_diss:.1f} eV")
print(f"decay rates X*, A* = {DECAY_X:.2e}, {DECAY_A:.2e} s^-1")
print(f"detected fractions X, A = {SEEN_X:.2f}, {SEEN_A:.2f} (no unit)")
for name, value in rates.items():
    print(f"rate coefficient, {name} = {value:.4e} A^3/s")
print(f"r for line 1, line 2 = {r1:.5f}, {r2:.5f} (no unit)")
print(f"dissociation degree = {delta:.3f} (no unit)")
print(f"true atom density = {n_x:.4e} A^-3 = {n_x * BOHR**3:.4e} bohr^-3")
print(f"molecular density = {n_m:.4e} A^-3")
print(f"apparent density, line 1 = {a1:.4e} A^-3 = {a1 * BOHR**3:.4e} bohr^-3")
print(f"relative error, line 1 = {100 * (a1 / n_x - 1):.1f} percent")
print(f"apparent density, dissociative channel off = {control:.4e} A^-3")
print(f"apparent density with no atoms = {no_atoms:.4e} A^-3")
print(f"dissociation degree for 10 percent error = {delta_min:.4f} (no unit)")
print(f"kinetic-model error at that degree = {100 * error_at_min:.2f} percent")
for temp, r_value, seen in scan:
    print(f"T = {temp:.1f} eV: r = {r_value:.5f}, apparent = {seen:.4e} A^-3")
for name, temp, data in (("linear shapes", T0, usual),
                         ("other shapes", T0, shaped),
                         ("narrow window", 6.0, reverse)):
    print(f"{name}, T = {temp:.1f} eV: mean E direct, dissociative = "
          f"{data[0]:.3f}, {data[1]:.3f} eV; dln r/dT = {data[2]:.4f} eV^-1")
print(f"hot electrons: fraction = {hot:.2f}, temperature = {T_HOT:.1f} eV")
print(f"with hot electrons: r = {r_hot:.5f}, apparent = {a_hot:.4e} A^-3")
print(f"quenching coefficients X*, A* = {quench[0]:.1e}, {quench[1]:.1e} A^3/s")
print(f"quenching factor F = {factor:.4f} (no unit)")
print(f"apparent, quenching only = {q_only:.4e} A^-3")
print(f"apparent, quenching and dissociative = {q_both:.4e} A^-3")
print(f"after subtraction with correct r = {subtracted:.4e} A^-3")
print(f"after subtraction with r 20 percent high = {subtracted_bad:.4e} A^-3")
print(f"error with r 20 percent high = {100 * (subtracted_bad / n_x - 1):.1f} percent")
print(f"apparent density, line 2 = {a2:.4e} A^-3")
print(f"apparent density, line 3 = {a3:.4e} A^-3")
print(f"two-line atom density = {found_x:.4e} A^-3")
print(f"two-line molecular density = {found_m:.4e} A^-3")
print(f"noise put on each ratio = {100 * noise:.1f} percent")
print(f"noise in atom density, formula = {100 * noise_formula:.2f} percent")
print(f"noise in atom density, sampled = {100 * noise_sampled:.2f} percent")
print("success")
```

It prints:

```
fed molecular density N0 = 1.00e-09 A^-3
actinometer density = 5.00e-11 A^-3
electron density = 1.00e-14 A^-3
electron temperature = 3.0 eV
bond energy D = 5.0 eV, kinetic release W = 1.0 eV
actinometer threshold = 13.5 eV, scale = 0.20 A^2
line 1: direct threshold = 11.0 eV, scales direct, dissociative = 0.50, 0.10 A^2
line 2: direct threshold = 10.5 eV, scales direct, dissociative = 0.30, 0.24 A^2
line 3: direct threshold = 12.0 eV, scales direct, dissociative = 0.40, 0.08 A^2
dissociative threshold, line 1 = 17.0 eV
decay rates X*, A* = 3.00e+07, 4.50e+07 s^-1
detected fractions X, A = 0.50, 0.80 (no unit)
rate coefficient, direct, line 1 = 1.4815e+14 A^3/s
rate coefficient, dissociative, line 1 = 4.0100e+12 A^3/s
rate coefficient, actinometer = 2.5754e+13 A^3/s
r for line 1, line 2 = 0.02707, 0.10827 (no unit)
dissociation degree = 0.010 (no unit)
true atom density = 2.0000e-11 A^-3 = 2.9637e-12 bohr^-3
molecular density = 9.9000e-10 A^-3
apparent density, line 1 = 4.6796e-11 A^-3 = 6.9345e-12 bohr^-3
relative error, line 1 = 134.0 percent
apparent density, dissociative channel off = 2.0000e-11 A^-3
apparent density with no atoms = 2.7067e-11 A^-3
dissociation degree for 10 percent error = 0.1192 (no unit)
kinetic-model error at that degree = 10.00 percent
T = 2.0 eV: r = 0.00996, apparent = 2.9858e-11 A^-3
T = 3.0 eV: r = 0.02707, apparent = 4.6796e-11 A^-3
T = 4.0 eV: r = 0.04463, apparent = 6.4180e-11 A^-3
T = 5.0 eV: r = 0.06024, apparent = 7.9637e-11 A^-3
linear shapes, T = 3.0 eV: mean E direct, dissociative = 17.000, 23.000 eV; dln r/dT = 0.6667 eV^-1
other shapes, T = 3.0 eV: mean E direct, dissociative = 16.512, 21.785 eV; dln r/dT = 0.5859 eV^-1
narrow window, T = 6.0 eV: mean E direct, dissociative = 23.000, 17.491 eV; dln r/dT = -0.1530 eV^-1
hot electrons: fraction = 0.02, temperature = 10.0 eV
with hot electrons: r = 0.05408, apparent = 7.3543e-11 A^-3
quenching coefficients X*, A* = 1.0e+15, 2.0e+14 A^3/s
quenching factor F = 0.9723 (no unit)
apparent, quenching only = 1.9446e-11 A^-3
apparent, quenching and dissociative = 4.5501e-11 A^-3
after subtraction with correct r = 2.0000e-11 A^-3
after subtraction with r 20 percent high = 1.4641e-11 A^-3
error with r 20 percent high = -26.8 percent
apparent density, line 2 = 1.2719e-10 A^-3
apparent density, line 3 = 4.6796e-11 A^-3
two-line atom density = 2.0000e-11 A^-3
two-line molecular density = 9.9000e-10 A^-3
noise put on each ratio = 1.0 percent
noise in atom density, formula = 3.77 percent
noise in atom density, sampled = 3.77 percent
success
```
